# Band bending across a depleted monolayer: leading order and first corrections: a numerical check

```python
"""
Result under test: a fully depleted monolayer on a metal has the potential drop
    V = e N t / (2 eps0 eps)
between its faces, for uniform donor charge and zero mean field at the top.
Symbols: N donors per area, t thickness, eps out-of-plane relative permittivity,
d vacuum gap to the metal, s net layer charge divided by e N.
Internal units: nm, V, eV, and elementary charges per nm^2.
Also sized: other charge profiles, flux leaving upward, a gap, incomplete
depletion at finite temperature, and the randomness of donor positions.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

COULOMB = const.e / const.epsilon_0 * 1e9      # e/eps0 in V nm
donors = 1e13 * 1e-14                          # per nm^2
thickness = 0.65                               # nm
eps = 10.0
gap = 0.30                                     # nm, vacuum
barrier = 0.50                                 # eV, bare barrier
temperature = 300.0                            # K
mass, valleys = 0.5, 2
kT = const.k * temperature / const.e           # eV
dos = (valleys * mass * const.m_e * const.e
       / (np.pi * const.hbar**2) * 1e-18)      # per eV nm^2, spin included


def poisson(cell_eps, cell_charge, h, top_flux=0.0):
    """Finite-volume potential at nodes; zero at the metal, given flux at top."""
    n = len(cell_eps)
    node_charge = np.zeros(n + 1)
    node_charge[:-1] += cell_charge / 2
    node_charge[1:] += cell_charge / 2
    matrix = np.zeros((n + 1, n + 1))
    for i, permittivity in enumerate(cell_eps):
        c = permittivity / h
        matrix[i, i] += c
        matrix[i + 1, i + 1] += c
        matrix[i, i + 1] -= c
        matrix[i + 1, i] -= c
    source = COULOMB * node_charge
    source[-1] -= COULOMB * top_flux
    return np.concatenate(([0.0], np.linalg.solve(matrix[1:, 1:], source[1:])))


def mean_value(values):
    """Trapezoidal mean on equally spaced nodes."""
    return (values[:-1] + values[1:]).mean() / 2


# Derived formulas
drop = COULOMB * donors * thickness / (2 * eps)
field_layer = COULOMB * donors / eps           # V/nm
field_gap = COULOMB * donors
gap_drop = field_gap * gap
mean_shift = COULOMB * donors * thickness / (3 * eps)
sheet_top_drop = COULOMB * donors * thickness / eps
symmetric_rise = COULOMB * donors * thickness / (8 * eps)
leak = 0.10
leak_drop = sheet_top_drop * (0.5 - leak)
drop_eps5 = COULOMB * donors * thickness / (2 * 5.0)
thick_bending = 0.50
thick_width = thickness * np.sqrt(thick_bending / drop)

# Electrostatics against the numerical Poisson solution
cells = 260
h = thickness / cells
centres = (np.arange(cells) + 0.5) * h
uniform = np.full(cells, donors / cells)
layer_eps = np.full(cells, eps)
phi = poisson(layer_eps, uniform, h)
assert abs(phi[-1] / drop - 1) < 1e-8
assert abs(mean_value(phi) / mean_shift - 1) < 1e-4
assert abs((phi[1] - phi[0]) / h / field_layer - 1) < 0.01  # half-cell offset

middle = np.exp(-((centres - thickness / 2) / 0.03) ** 2)
middle *= donors / middle.sum()
assert abs(poisson(layer_eps, middle, h)[-1] / drop - 1) < 1e-6
skewed = centres**2
skewed *= donors / skewed.sum()
skewed_drop = COULOMB * donors * (0.75 * thickness) / eps
assert abs(poisson(layer_eps, skewed, h)[-1] / skewed_drop - 1) < 1e-4
top_sheet = np.zeros(cells)
top_sheet[-1] = donors
assert abs(poisson(layer_eps, top_sheet, h)[-1] / sheet_top_drop - 1) < 0.005

phi_leak = poisson(layer_eps, uniform, h, leak * donors)
assert abs(phi_leak[-1] / leak_drop - 1) < 1e-8
phi_sym = poisson(layer_eps, uniform, h, 0.5 * donors)
assert abs(phi_sym[-1]) < 1e-9
assert abs(phi_sym.max() / symmetric_rise - 1) < 1e-4

h_thick = thick_width / cells
thick_charge = np.full(cells, donors / thickness * h_thick)
phi_thick = poisson(layer_eps, thick_charge, h_thick)
assert abs(phi_thick[-1] / thick_bending - 1) < 1e-8

gap_cells = int(round(gap / h))
assert abs(gap_cells * h - gap) < 1e-10
stack_eps = np.concatenate((np.ones(gap_cells), layer_eps))
stack_charge = np.concatenate((np.zeros(gap_cells), uniform))
phi_stack = poisson(stack_eps, stack_charge, h)
assert abs(phi_stack[gap_cells] / gap_drop - 1) < 1e-8
assert abs((phi_stack[-1] - phi_stack[gap_cells]) / drop - 1) < 1e-8


# Is the layer really depleted?
def electrons(edge):
    """Electron density for a band edge 'edge' eV above the Fermi level."""
    return dos * kT * np.logaddexp(0.0, -edge / kT)


def electrons_by_quadrature(edge):
    return quad(lambda x: dos * kT * expit(-(x + edge / kT)), 0, 60,
                epsabs=0, epsrel=1e-10)[0]


def band_edge(s, distance):
    return barrier - s * (COULOMB * donors * distance + mean_shift)


def depleted_fraction(distance):
    return brentq(lambda s: donors * (1 - s) - electrons(band_edge(s, distance)),
                  0.0, 1.0, xtol=1e-14)


s_contact = depleted_fraction(0.0)
s_gap = depleted_fraction(gap)
edge_gap = band_edge(s_gap, gap)
for s, charge, permittivity, first in (
        (s_contact, uniform, layer_eps, 0),
        (s_gap, stack_charge, stack_eps, gap_cells)):
    potential = poisson(permittivity, s * charge, h)
    edge = barrier - mean_value(potential[first:])
    balance = s * donors + electrons_by_quadrature(edge)
    assert abs(balance / donors - 1) < 1e-4

residual = 0.01
edge_needed = -kT * np.log(np.expm1(residual * donors / (dos * kT)))
assert abs(electrons_by_quadrature(edge_needed) / (residual * donors) - 1) < 1e-6
barrier_contact = edge_needed + (1 - residual) * mean_shift
barrier_gap = barrier_contact + (1 - residual) * gap_drop

# Random donors in the middle plane, metal below and vacuum above
spacing = 1 / np.sqrt(donors)


def donor_fourier(k):
    """Fourier potential at the upper face due to one middle-plane donor."""
    x = k * thickness
    return COULOMB * np.sinh(x / 2) / (k * (eps * np.cosh(x) + np.sinh(x)))


variance = donors / (2 * np.pi) * quad(
    lambda k: k * donor_fourier(k) ** 2, 1e-9, 40 / thickness, limit=200)[0]
spread = np.sqrt(variance)

rng = np.random.default_rng(7)
samples, radius = 20000, 15.0
counts = rng.poisson(donors * np.pi * radius**2, samples)
r2 = radius**2 * rng.random(counts.sum())
reflection = (eps - 1) / (eps + 1)
single = np.zeros_like(r2)
for n in range(60):
    near = (2 * n + 0.5) * thickness
    far = (2 * n + 1.5) * thickness
    single += (-reflection) ** n * (1 / np.sqrt(r2 + near**2)
                                    - 1 / np.sqrt(r2 + far**2))
single *= COULOMB / (2 * np.pi * (eps + 1))
owner = np.repeat(np.arange(samples), counts)
local = np.bincount(owner, weights=single, minlength=samples)
# Tolerances cover sampling noise and the finite disc radius.
assert abs(local.mean() / drop - 1) < 0.05
assert abs(local.std() / spread - 1) < 0.05
assert spread > drop

print("INPUTS (rough model values)")
print(f"donor density                       {donors*1e14:.2e} cm^-2")
print(f"layer thickness                     {thickness:.2f} nm")
print(f"out-of-plane relative permittivity  {eps:.1f}")
print(f"temperature                         {temperature:.0f} K")
print(f"in-plane mass                       {mass:.2f} electron masses")
print(f"valley count                        {valleys:d}")
print(f"bare barrier                        {barrier:.2f} eV")
print(f"vacuum gap                          {gap:.2f} nm")
print("IDEAL LAYER")
print(f"e/eps0                              {COULOMB:.4f} V nm")
print(f"volume donor density                {donors/thickness*1e21:.3e} cm^-3")
print(f"largest field in layer              {field_layer*10:.3f} MV/cm")
print(f"potential drop, formula             {drop*1e3:.2f} mV")
print(f"potential drop, Poisson solution    {phi[-1]*1e3:.2f} mV")
print(f"mean potential in layer             {mean_shift*1e3:.2f} mV")
print(f"thermal energy kT                   {kT*1e3:.2f} meV")
print("CHANGED ASSUMPTIONS")
print(f"drop, all charge at upper face      {sheet_top_drop*1e3:.2f} mV")
print(f"drop, permittivity 5                {drop_eps5*1e3:.2f} mV")
print(f"fraction of flux leaving upward     {leak:.2f}")
print(f"drop with that upward flux          {leak_drop*1e3:.2f} mV")
print(f"centre rise, flux split equally     {symmetric_rise*1e3:.2f} mV")
print(f"bending asked of thick crystal      {thick_bending:.2f} V")
print(f"width needed for it                 {thick_width:.2f} nm")
print("GAP AND INCOMPLETE DEPLETION")
print(f"field in gap, full depletion        {field_gap*10:.2f} MV/cm")
print(f"drop in gap, full depletion         {gap_drop*1e3:.1f} mV")
print(f"gap drop / layer drop               {gap_drop/drop:.2f}")
print(f"2D density of states                {dos*1e14:.3e} cm^-2 eV^-1")
print(f"electrons left, no gap              {(1-s_contact)*donors*1e14:.2e} cm^-2")
print(f"depleted fraction, with gap         {s_gap:.3f}")
print(f"band edge above Fermi level, gap    {edge_gap*1e3:.1f} meV")
print(f"layer drop, with gap                {s_gap*drop*1e3:.1f} mV")
print(f"gap drop, partial depletion         {s_gap*gap_drop*1e3:.1f} mV")
print(f"band edge needed for 1% electrons   {edge_needed:.3f} eV")
print(f"bare barrier needed, no gap         {barrier_contact:.3f} eV")
print(f"bare barrier needed, with gap       {barrier_gap:.3f} eV")
print("RANDOM DONORS (no gap, middle plane, upper face)")
print(f"mean donor spacing                  {spacing:.2f} nm")
print(f"rms spread, Fourier integral        {spread*1e3:.1f} mV")
print(f"mean potential, simulation          {local.mean()*1e3:.1f} mV")
print(f"rms spread, simulation              {local.std()*1e3:.1f} mV")
print("every check passed")
```

Running it gives:

```
INPUTS (rough model values)
donor density                       1.00e+13 cm^-2
layer thickness                     0.65 nm
out-of-plane relative permittivity  10.0
temperature                         300 K
in-plane mass                       0.50 electron masses
valley count                        2
bare barrier                        0.50 eV
vacuum gap                          0.30 nm
IDEAL LAYER
e/eps0                              18.0951 V nm
volume donor density                1.538e+20 cm^-3
largest field in layer              1.810 MV/cm
potential drop, formula             58.81 mV
potential drop, Poisson solution    58.81 mV
mean potential in layer             39.21 mV
thermal energy kT                   25.85 meV
CHANGED ASSUMPTIONS
drop, all charge at upper face      117.62 mV
drop, permittivity 5                117.62 mV
fraction of flux leaving upward     0.10
drop with that upward flux          47.05 mV
centre rise, flux split equally     14.70 mV
bending asked of thick crystal      0.50 V
width needed for it                 1.90 nm
GAP AND INCOMPLETE DEPLETION
field in gap, full depletion        18.10 MV/cm
drop in gap, full depletion         542.9 mV
gap drop / layer drop               9.23
2D density of states                4.177e+14 cm^-2 eV^-1
electrons left, no gap              1.96e+05 cm^-2
depleted fraction, with gap         0.791
band edge above Fermi level, gap    39.9 meV
layer drop, with gap                46.5 mV
gap drop, partial depletion         429.2 mV
band edge needed for 1% electrons   0.121 eV
bare barrier needed, no gap         0.160 eV
bare barrier needed, with gap       0.697 eV
RANDOM DONORS (no gap, middle plane, upper face)
mean donor spacing                  3.16 nm
rms spread, Fourier integral        96.8 mV
mean potential, simulation          58.8 mV
rms spread, simulation              97.5 mV
every check passed
```
